# Why two-bond proton couplings can be negative or positive

Take one electron-pair bond and keep only its two electron spins. Let spin 1 sit at nucleus A and spin 2 at nucleus B, and let each nucleus act on its own electron as a small field along \(z\):

\[
H=b\,\mathbf s_1\cdot\mathbf s_2+\lambda_1s_{1z}+\lambda_2s_{2z},\qquad b>0 .
\]

Without the fields, the singlet \(S=(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2\) has energy \(-3b/4\) and the triplets have energy \(b/4\), so the gap is \(b\). Acting on \(S\), \(s_{1z}\) gives \(\tfrac12T_0\) and \(s_{2z}\) gives \(-\tfrac12T_0\), where \(T_0=(\uparrow\downarrow+\downarrow\uparrow)/\sqrt2\). Second-order perturbation theory therefore gives

\[
E^{(2)}=-\frac{(\lambda_1-\lambda_2)^2}{4b},\qquad
\frac{\partial^2E}{\partial\lambda_1\partial\lambda_2}=+\frac1{2b}.
\]

The energy is lower when the two fields are opposite. Each field is proportional to its nuclear spin, with a positive factor if the gyromagnetic ratio is positive, as for protons and carbon-13. With the convention \(E=hJ\,\mathbf I_A\cdot\mathbf I_B\), antiparallel nuclear spins are favoured when \(J>0\). The one-bond coupling is positive in this model.

## The rule and its appeal

The Dirac vector model carries this picture along a chain of bonds. Electrons in one bond are antiparallel. Electrons in different bonds at the same carbon are taken to be parallel, by Hund's rule. Following the arrows gives a positive coupling over one bond, a negative one over two and a positive one over three. The question examined here is whether this alternation is a property of couplings in general.

The picture is a sound calculation under its own assumptions. For H–C–H, let spins 1 and 2 form the first bond and spins 3 and 4 the second, with 2 and 3 on carbon. Add the exchange \(-K\,\mathbf s_2\cdot\mathbf s_3\), which favours parallel spins when \(K>0\). Fields act on the end spins 1 and 4.

To first order in \(K\), the energy change is the expectation value of the added term in the state with \(K=0\). That state is a product of two independent bonds, and rotation symmetry about \(z\) removes the \(x\) and \(y\) averages:

\[
\Delta E=-K\langle s_{2z}\rangle\langle s_{3z}\rangle .
\]

The derivative of an energy with respect to a field is the average of the spin it acts on. From the single-bond result, \(\langle s_{2z}\rangle=\lambda_1/(2b)\), and likewise \(\langle s_{3z}\rangle=\lambda_4/(2b)\), to first order in the fields. Thus

\[
\frac{\partial^2E}{\partial\lambda_1\partial\lambda_4}=-\frac{K}{4b^2}.
\]

For three bonds, add a middle pair, spins 3 and 4, with links \(-K\mathbf s_2\cdot\mathbf s_3\) and \(-K\mathbf s_4\cdot\mathbf s_5\). A term depending on both end fields must use both links, so it starts at order \(K^2\). In second-order perturbation theory, the first link cannot change the last pair and the second cannot change the first pair. The intermediate state shared by the two links therefore has only the middle pair excited. That pair feels the fields \(-K\langle s_{2z}\rangle\) and \(-K\langle s_{5z}\rangle\) on its two spins, and its own response is \(1/(2b)\). Hence

\[
\frac{\partial^2E}{\partial\lambda_1\partial\lambda_6}
=\frac1{2b}\left(\frac{-K}{2b}\right)^2=+\frac{K^2}{8b^3}.
\]

The alternation comes from a factor \(-K\) at each carbon. The formulas for the size need weak links, but the signs do not: in these open chains the two-bond response stays negative and the three-bond response positive even when \(K\) is much larger than \(b\). The alternation needs \(K>0\). If the effective exchange at each carbon is antiparallel, \(K<0\), the two-bond response is positive, and so is the three-bond response, which goes as \(K^2\) for weak links. The derivation also assumes a single pathway: a further link between the bonds can strengthen the response or reverse its sign.

With \(b=8\) eV and \(K=0.08\) eV, the leading formula gives

\[
-\frac{0.08}{4\times8^2}=-3.125\times10^{-4}\ \mathrm{eV}^{-1}.
\]

Diagonalization of the four-spin Hamiltonian gives \(-3.112\times10^{-4}\ \mathrm{eV}^{-1}\). Reversing \(K\) gives \(+3.138\times10^{-4}\ \mathrm{eV}^{-1}\). The number of bonds has not changed.

## What second-order theory says about the sign

In a molecule, the main link between nuclear and electron spins in these examples is the Fermi contact interaction. Atomic units are used in the algebra, with \(\alpha\) the fine-structure constant. A proton has magnetic moment \(\gamma\mathbf I\), where \(\gamma\) is numerically its moment in Bohr magnetons: the atomic unit of moment is two Bohr magnetons, and \(I=\tfrac12\). The field inside a uniformly magnetized sphere is \(\tfrac23\mu_0\) times the magnetization. Shrinking the sphere to a point gives \(\tfrac23\mu_0\gamma\mathbf I\,\delta(\mathbf r-\mathbf R)\), with \(\mu_0=4\pi\alpha^2\). An electron with \(g=2\) has moment \(-\mathbf s\), so its energy in this field is

\[
h_{\rm FC}=\frac{8\pi\alpha^2}{3}\gamma\,\mathbf I\cdot\mathbf s\,\delta(\mathbf r-\mathbf R).
\]

Define \(v_A=\sum_k s_{kz}\delta(\mathbf r_k-\mathbf R_A)\), and similarly \(v_B\). For a perturbation \(\lambda_Av_A+\lambda_Bv_B\) and real states, the mixed part of the second-order energy gives

\[
R\equiv\frac{\partial^2E}{\partial\lambda_A\partial\lambda_B}
=-2\sum_{n\ne0}\frac{\langle0|v_A|n\rangle\langle n|v_B|0\rangle}{E_n-E_0}.
\]

If A and B were the same nucleus, each numerator would be a square and \(R\) would be negative. For different nuclei, the numerators can have either sign. Nothing in the expression counts bonds.

For a closed shell of independent electrons, the excitations move an electron from an occupied orbital \(i\) to an empty orbital \(a\). The spin factor is \((\pm\tfrac12)^2=\tfrac14\), and the two spin directions contribute equally. The prefactor is \(-2\times2\times\tfrac14=-1\):

\[
R_0=-\sum_{ia}\frac{\phi_i(A)\phi_a(A)\phi_i(B)\phi_a(B)}{\varepsilon_a-\varepsilon_i}.
\]

Suppose a reflection exchanges the protons. An even orbital has equal amplitudes at them, and an odd orbital has opposite amplitudes. If \(i\) and \(a\) have the same parity, the numerator is a positive square and the term is negative. If their parities differ, the term is positive. For \(\mathrm H_2\), the bonding orbital is even and the antibonding orbital odd, so this pair gives the positive sign of the opening example.

Electrons also respond to each other's spin polarization. Let \(V_{A,ai}=\phi_a(A)\phi_i(A)\), and let \(x_{ai}\) be the first-order amount of \(a\) mixed into a spin-up orbital \(i\). The spin-down mixing is \(-x_{ai}\). The total density is then unchanged to first order, so the Coulomb potential does not change, but the exchange and correlation potentials do. Write their change for spin up as \(Wx\). First-order perturbation theory for a field \(\lambda_A\) gives

\[
(\varepsilon_a-\varepsilon_i)x_{ai}+(Wx)_{ai}=-\tfrac12\lambda_AV_{A,ai}.
\]

Calling the matrix on the left \(M\), we have \(x=-\tfrac12\lambda_AM^{-1}V_A\). The average of \(v_B\) is \(\tfrac12\cdot2V_B\cdot x\) from spin up and the same from spin down. The factor 2 is from the two cross terms in the changed orbital density. Therefore

\[
R=-V_B\cdot M^{-1}V_A .
\]

The parity argument survives this coupling. Put \(V_\pm=V_A\pm V_B\). Because \(M\) is symmetric, expanding the two products and subtracting them gives

\[
R=\frac14\left(V_-\cdot M^{-1}V_- - V_+\cdot M^{-1}V_+\right).
\]

The vector \(V_+\) connects orbitals of equal parity and \(V_-\) connects orbitals of opposite parity. If the ground state is stable against spin polarization, \(M\) is positive definite and both products are positive. The sign of \(R\), and so of the contact part of \(J\), is decided by which response is larger. Near a triplet instability, an eigenvalue of \(M\) approaches zero and this linear treatment becomes unreliable.

## The other magnetic terms

The contact term is not the whole coupling. At position \(\mathbf r\) from a nucleus, the vector potential is \(\mathbf A=\alpha^2\gamma\,\mathbf I\times\mathbf r/r^3\), and the kinetic energy is \(\tfrac12(\mathbf p+\mathbf A)^2\). This energy, together with the coupling of the electron spin to the magnetic field of \(\mathbf A\), gives three further terms. Each is averaged over the three directions of the nuclear spins, as is appropriate for a freely tumbling molecule. Let \(C=(E_h/h)\alpha^4\gamma^2\), which is 43.166 Hz, with \(E_h\) the hartree.

Outside the nucleus, the curl of \(\mathbf A\) is a dipole field. It couples to the electron spin through \(T_{uv}=(3r_ur_v-\delta_{uv}r^2)/r^5\). Each spin component of a closed shell responds as \(s_z\) does, so

\[
J_{\rm SD}=-\frac C3\sum_{uv}T_{B,uv}\cdot M^{-1}T_{A,uv}.
\]

The mixed contact–dipole term averages to zero because \(T\) has zero trace.

The part linear in \(\mathbf A\) is \(\alpha^2\gamma\,\mathbf I\cdot(\mathbf r\times\mathbf p)/r^3\). With \(\mathbf p=-i\nabla\), its matrix is \(-i\mathbf N\), where \(\mathbf N=(\mathbf r\times\nabla)/r^3\) is real and antisymmetric. For independent electrons, the two orders of the mixed second-order term and the two spins give a factor \(-4\). With coupling,

\[
J_{\rm PSO}=-\frac{4C}{3}\sum_u N_{B,u}\cdot M_-^{-1}N_{A,u}.
\]

Here \(M_-\) contains the orbital gaps and the response of exact exchange. An imaginary first-order mixing changes neither the density nor the spin density, so the density-dependent potentials do not respond in the functional used below.

Finally, \(\tfrac12\mathbf A^2\) contains the cross term \(\mathbf A_A\cdot\mathbf A_B\). The identity
\((\mathbf I_A\times\mathbf r_A)\cdot(\mathbf I_B\times\mathbf r_B)=(\mathbf I_A\cdot\mathbf I_B)(\mathbf r_A\cdot\mathbf r_B)-(\mathbf I_A\cdot\mathbf r_B)(\mathbf r_A\cdot\mathbf I_B)\)
has directional average \((1-\tfrac13)\mathbf r_A\cdot\mathbf r_B\) per \(\mathbf I_A\cdot\mathbf I_B\). With electron density \(\rho\),

\[
J_{\rm DSO}=\frac{2C}{3}\int\rho(\mathbf r)\frac{\mathbf r_A\cdot\mathbf r_B}{r_A^3r_B^3}\,d^3r .
\]

## Methane and formaldehyde

Both molecules were computed with the B3LYP density functional and the same recipe for a finite Gaussian basis. Methane is tetrahedral, with C–H length 1.09 Å. Formaldehyde has C–H length 1.11 Å, C–O length 1.21 Å and H–C–H angle 116°. These are chosen fixed geometries. Vibration, solvent and relativistic effects are left out, and the functional is approximate. Couplings are given to 0.01 Hz only so that the sums and differences can be followed; the totals differ from measurement by one to a few hertz. They are not converged in the basis to the digits shown: for formaldehyde, a larger basis with triple-zeta functions on carbon and oxygen and more s and p functions on hydrogen raises the contact term by about 0.6 Hz, the paramagnetic orbital term by about 0.2 Hz and the share of the highest occupied orbital by about 0.6 Hz. The methane values and the geometry and level-shift changes below are for the smaller basis only.

The contact conversion is \(C(8\pi/3)^2=3029.57\) Hz per atomic unit of \(R\). The four terms, in the order contact, spin-dipole, paramagnetic orbital and diamagnetic orbital, add as follows:

\[
\begin{aligned}
J(\mathrm{CH_4})&=-13.21+0.29+3.36-3.42=-12.98\ \mathrm{Hz},\\
J(\mathrm{H_2CO})&=44.40+0.32+3.15-3.31=44.56\ \mathrm{Hz}.
\end{aligned}
\]

As energies \(hJ\), these are \(-5.4\times10^{-14}\) eV and \(+1.84\times10^{-13}\) eV. Measured couplings are, roughly, \(-12\) Hz and \(+41\) Hz. The calculation has the same signs and similar sizes. In both molecules the two orbital terms nearly cancel, so the opposite signs come from the contact term.

Both protons are separated by two bonds in both molecules. A rule that assigns one sign to two bonds must fail for one of them. The one-bond C–H contact response is positive in both, at 0.164 and 0.229 atomic units, so the antiparallel pairing within a bond is not what has gone wrong. The failure lies in how the model connects the bonds: at least one of its assumptions, \(K>0\), a single pathway and a description by localized spins alone, does not hold in formaldehyde. These numbers do not say which.

## What changes in formaldehyde

Geometry is one possible cause. To examine it, one \(\mathrm{CH_2}\) group of methane was given the C–H length and H–C–H angle of formaldehyde. The contact coupling rose from \(-13.21\) to \(-7.89\) Hz, a change of 5.32 Hz. The difference between the two molecules is \(44.40-(-13.21)=57.61\) Hz. In methane, this change of geometry reproduces about 9% of it and leaves the sign negative. The same change can have a different effect in formaldehyde, so the 9% is not a general measure of the part played by geometry.

The electronic difference begins with symmetry. Put formaldehyde in the \(yz\) plane, with the C–O bond along \(z\). The reflection \(y\to-y\) exchanges the protons. The oxygen \(2p_y\) orbital, which holds much of the in-plane lone pair, is odd under it. It can therefore mix with the odd combination of C–H orbitals and spread onto both protons.

The highest occupied orbital shows this mixing. Its squared overlap with a minimal-basis (STO-3G) oxygen \(2p_y\) function, the kind also used for the level shifts below, is 0.67, and its amplitudes at the protons are \(-0.248\) and \(+0.248\) atomic units. When the terms of \(-V_B\cdot M^{-1}V_A\) are grouped by the canonical occupied orbital \(i\) of \(V_{B,ai}\), it carries \(+38.29\) Hz of the contact coupling. All other occupied orbitals together carry \(+6.11\) Hz, but this is a small difference of large shares: the lower occupied odd orbital carries about \(+36.5\) Hz, nearly as much as the highest one, and the even orbitals together carry about \(-30.4\) Hz.

A two-level estimate shows how a high-lying odd orbital can favour a positive sign. Let its proton amplitudes be \(\pm q\). Let one empty even orbital and one empty odd orbital have proton amplitudes of equal magnitude \(e\), at gaps \(\Delta_+\) and \(\Delta_-\) above it. Without response coupling, their contribution is

\[
q^2e^2\left(\frac1{\Delta_+}-\frac1{\Delta_-}\right)
=q^2e^2\,\frac{\Delta_- -\Delta_+}{\Delta_+\Delta_-}.
\]

It is positive if the even antibonding orbital lies lower. Raising the occupied orbital shrinks both gaps but leaves their difference unchanged, so the contribution keeps its sign and grows in magnitude if \(q\) and \(e\) stay fixed. In a molecule, moving the orbital also changes \(q\). The calculation did not separate the share of 38.29 Hz into individual empty orbitals; applying this estimate to formaldehyde is therefore an interpretation.

An orbital share also depends on the choice of orbitals. A more direct test changes the Hamiltonian. The term \(-10\ \mathrm{eV}\,|2p_y\rangle\langle2p_y|\) was added on oxygen, and the molecule was solved again. Lowering this level should hold the lone pair more tightly on oxygen and weaken its donation to the C–H bonds. The contact coupling fell from 44.40 to 33.59 Hz, a drop of 10.81 Hz, or 24% of the original value.

This is consistent with a positive contribution from lone-pair donation, although the change in donation itself was not measured, and it does not show that donation alone sets the sign. The coupling stayed positive. A finite shift does not remove the mixing, and it also moves charge within the molecular plane.

The same shift applied to the out-of-plane \(2p_x\) orbital gave a larger change in the other direction: the coupling rose by 17.44 Hz to 61.84 Hz. The protons lie in the nodal plane of the \(\pi\) orbitals, so these orbitals have no contact amplitude there. They must act indirectly, through the field felt by the in-plane electrons and through the spin polarization that the two sets of electrons induce in each other. A plausible mechanism is that drawing \(\pi\) charge towards oxygen leaves carbon more electron-poor, which strengthens in-plane donation towards the \(\mathrm{CH_2}\) group. That mechanism is a conjecture; the calculation establishes the rise, not its route.

The positive coupling in formaldehyde thus belongs to the electronic structure of the whole carbonyl group. The in-plane lone pair supplies a high-lying odd orbital with amplitude at both protons, and the coupling changes substantially when the oxygen \(\pi\) level is shifted. Neither feature appears in a count of two bonds. The vector model remains useful for a chain whose links are known to have its assumed sign; for another molecule, the sign of the contact term has to be found from the competition between the \(V_-\) and \(V_+\) responses, which are odd and even when a reflection exchanges the nuclei, and the other three terms have to be checked against it.

The numerical check compares the spin-chain formulas with diagonalization and the contact response with a finite-field calculation.

## Values computed for the example and the checks

```
Vector model: bond exchange b = 8.00 eV
bonds 1, K = +0.08 eV: response exact +6.2500e-02, leading formula +6.2500e-02 eV^-1
bonds 2, K = +0.08 eV: response exact -3.1123e-04, leading formula -3.1250e-04 eV^-1
bonds 3, K = +0.08 eV: response exact +1.5499e-06, leading formula +1.5625e-06 eV^-1
bonds 2, K = -0.08 eV: response exact +3.1377e-04, leading formula +3.1250e-04 eV^-1
Methane: C-H 1.09 angstrom, H-C-H 109.47 degrees
Formaldehyde: C-H 1.11, C-O 1.21 angstrom, H-C-H 116.0 degrees
Basis functions: methane 66, formaldehyde 72
Contact prefactor: 3029.57 Hz per atomic unit of response
Other-term prefactor: 43.166 Hz per atomic unit
Methane J(HH), Fermi contact: -13.21 Hz
Methane J(HH), spin-dipole: +0.29 Hz
Methane J(HH), paramagnetic orbital: +3.36 Hz
Methane J(HH), diamagnetic orbital: -3.42 Hz
Methane J(HH), total: -12.98 Hz = -5.367e-14 eV
Methane one-bond C-H contact response: +0.16412 atomic units
Formaldehyde J(HH), Fermi contact: +44.40 Hz
Formaldehyde J(HH), spin-dipole: +0.32 Hz
Formaldehyde J(HH), paramagnetic orbital: +3.15 Hz
Formaldehyde J(HH), diamagnetic orbital: -3.31 Hz
Formaldehyde J(HH), total: +44.56 Hz = +1.843e-13 eV
Formaldehyde one-bond C-H contact response: +0.22888 atomic units
Methane with formaldehyde CH2 geometry, contact J(HH): -7.89 Hz
Formaldehyde HOMO energy: -7.34 eV
HOMO amplitudes at the two protons: -0.2477, +0.2477 atomic units
HOMO squared overlap with in-plane O 2p: 0.668
HOMO share of contact J(HH): +38.29 Hz
All other occupied orbitals: +6.11 Hz
Oxygen 2p level shift: -10.0 eV
Contact J(HH), in-plane O 2p shifted: +33.59 Hz
Contact J(HH), out-of-plane O 2p shifted: +61.84 Hz
Small-basis contact response, finite field: +0.011940 atomic units
Small-basis contact response, linear equations: +0.011940 atomic units
```
